# Additive dose for an oxide-to-nitride polishing selectivity of 50

**Question**

I'm working on a polishing problem and my formula gives nonsense in one limit. A slurry removes silicon dioxide at 300 nm/min and silicon nitride at 60 nm/min when no additive is present. An additive is then dissolved in it. It adsorbs on the nitride following the Langmuir law with constant $K=100$ L/mol and blocks removal there, while the oxide rate stays the same. I have to find the additive concentration at which oxide is removed 50 times as fast as nitride.

My reasoning was that the selectivity starts at 5 and has to go up by a factor of 10, so I need $Kc=10$, which gives $c=100$ mmol/L. But that amounts to writing $S=S_0Kc$, and with no additive this gives zero selectivity instead of 5. Where does my argument go wrong? And how far should I trust the corrected number for a real slurry?

**Answer**

The factor of 10 is right, but it is not equal to $Kc$. To see what it does equal, start from the fraction of nitride sites that remain open.

**The open fraction**

Let $\theta$ be the fraction of nitride surface sites covered by additive, and $c$ the concentration of additive dissolved in the slurry. The Langmuir picture assumes equivalent sites, at most one molecule per site, and no influence of one adsorbed molecule on another. Molecules land on open sites at a rate $k_a c(1-\theta)$ per site and leave covered ones at a rate $k_d\theta$. In the steady state the two balance:

$$k_a c(1-\theta)=k_d\theta .$$

Divide by $k_d$ and write $K=k_a/k_d$:

$$Kc(1-\theta)=\theta \quad\Rightarrow\quad Kc=\theta(1+Kc)\quad\Rightarrow\quad \theta=\frac{Kc}{1+Kc}.$$

The open fraction is therefore

$$1-\theta=\frac{1+Kc-Kc}{1+Kc}=\frac{1}{1+Kc}.$$

Polishing removes material all the time, so one may ask whether it disturbs this balance. In the present model it does not. Only open sites are removed, and removing one exposes a fresh site that is also open. The numbers of open and covered sites are unchanged by the event.

**From open fraction to selectivity**

Let $R_{\rm ox}$ be the oxide rate and $R_{n0}$ the nitride rate without additive. Both are blanket rates, meaning rates on uniform films, taken at the same pressure, speed and slurry composition. If a covered site is not removed at all, and if a removal event needs only one open site, the nitride rate is the additive-free rate times the open fraction:

$$R_n=R_{n0}(1-\theta)=\frac{R_{n0}}{1+Kc}.$$

The oxide rate is unchanged, so the selectivity is

$$S=\frac{R_{\rm ox}}{R_n}=\frac{R_{\rm ox}}{R_{n0}}(1+Kc)=S_0(1+Kc),\qquad S_0=\frac{R_{\rm ox}}{R_{n0}} .$$

This has the correct limit, $S=S_0$ at $c=0$. Your version kept $Kc$ and lost the 1, which stands for the selectivity the slurry has before any additive goes in.

For a target $S^*$, divide by $S_0$, subtract 1 and divide by $K$:

$$\boxed{c^*=\frac{1}{K}\left(\frac{S^*}{S_0}-1\right)}$$

The bracket is a pure number and $1/K$ is a concentration, so the units are right. The result is positive only if $S^*>S_0$. If the target equals $S_0$, no additive is needed. If it lies below $S_0$, the formula returns a negative concentration, which means that an additive blocking only nitride cannot lower the selectivity.

**Your numbers**

The starting selectivity is $S_0=300/60=5$, and the required gain is $50/5=10$. Hence $1+Kc^*=10$, so $Kc^*=9$ and

$$c^*=\frac{9}{100\ \text{L/mol}}=0.090\ \text{mol/L}=90\ \text{mmol/L}.$$

For an additive of molar mass 120 g/mol, a round value for a small organic acid, this is 10.8 g/L.

The coverage follows from $1-\theta^*=S_0/S^*$:

$$\theta^*=1-\frac{5}{50}=0.90 .$$

It depends on the two selectivities and not on $K$. The adsorption constant decides how much additive is needed to reach that coverage. The nitride rate falls to $60\times0.10=6$ nm/min, and $300/6=50$ as required.

Your 100 mmol/L gives $S=5(1+10)=55$. In general, leaving out the 1 adds $1/K$ to the dose and $S_0$ to the selectivity. Here the dose is 11% above the correct one. The same slip is worse for a modest target: for $S^*=10$ the correct dose is $(2-1)/K=10$ mmol/L, and the slip would double it.

**What the additive buys**

At $c=1/K=10$ mmol/L half the sites are covered and the selectivity has doubled to 10. It then rises along a straight line: 30 at 50 mmol/L, 50 at 90 mmol/L and 105 at 200 mmol/L. It may seem odd that $S$ keeps growing while the coverage levels off near 1. The reason is that $S$ depends on the inverse of the open fraction, and that fraction keeps shrinking.

The nitride rate itself tells a different story. The first 10 mmol/L lowers it from 60 to 30 nm/min, a saving of 30. The next 80 mmol/L lowers it from 30 to 6 nm/min, a saving of 24. Suppose polishing continues for 30 s after the nitride is exposed. At the steady blanket rates, the nitride loss is 30 nm without additive and 3 nm with the 90 mmol/L dose. The second figure assumes that the additive covers freshly exposed nitride quickly; if it adsorbs slowly, the loss is larger.

**How errors in the inputs carry over**

Since $\ln S=\ln S_0+\ln(1+Kc)$, at fixed $K$ and $S_0$

$$\frac{d\ln S}{d\ln c}=c\,\frac{K}{1+Kc}=\theta .$$

At the target this is 0.90, so a dose 10% too high raises the selectivity by about 9%. For the effect of $S_0$ on the required dose, hold $S^*$ and $K$ fixed and differentiate $\ln c^*=\ln(S^*/S_0-1)-\ln K$:

$$\frac{d\ln c^*}{d\ln S_0}=-\frac{S^*/S_0}{S^*/S_0-1}=-\frac{1}{1-S_0/S^*}=-\frac{1}{\theta^*}=-1.11 .$$

If the starting selectivity is 1% higher than you thought, you need about 1.1% less additive. The dose is also inversely proportional to $K$, so a value of $K$ that is too high by some factor makes the calculated dose too low by the same factor.

**Where the simple formula can fail**

Below I relax one assumption at a time and keep everything else fixed. The strengths are illustrative choices, not measurements. I write $s=S^*/S_0=10$.

*Covered nitride is not fully protected.* Let covered sites be removed at a fraction $r$ of the bare rate, with the coverage still given by the Langmuir law. This assumes that molecules carried away with the removed nitride are few compared with those that desorb; otherwise the coverage and the selectivity are lower. Then

$$R_n=R_{n0}\,[(1-\theta)+r\theta]=R_{n0}\frac{1+rKc}{1+Kc},\qquad S=S_0\frac{1+Kc}{1+rKc}.$$

For large $c$ this levels off at $S_0/r$. Setting $S=S^*$ gives $1+Kc=s+srKc$, so $Kc(1-sr)=s-1$ and

$$c=\frac{s-1}{K(1-sr)} .$$

The target can be reached only if $r<1/s=0.10$. With $r=0.02$ the ceiling is 250. The old dose gives $50/1.18=42.4$, and the corrected dose is $9/(100\times0.8)=0.1125$ mol/L, or 112.5 mmol/L.

*The additive also adsorbs weakly on oxide.* With a separate Langmuir constant $K_{\rm ox}$, the oxide rate is divided by $1+K_{\rm ox}c$, so

$$S=S_0\frac{1+Kc}{1+K_{\rm ox}c}.$$

Setting this equal to $S^*$ gives $1+Kc=s+sK_{\rm ox}c$, hence

$$c=\frac{s-1}{K-sK_{\rm ox}},$$

provided $K>sK_{\rm ox}$. For $K_{\rm ox}=1$ L/mol the old dose lowers the oxide rate to 275 nm/min and gives $S=45.9$. The corrected dose is $9/(100-10)=0.100$ mol/L. This happens to equal your original answer, but for an unrelated reason.

*The abrasive sweeps molecules off.* If abrasion adds a removal rate $k_s$ for adsorbed molecules, the balance becomes $k_ac(1-\theta)=(k_d+k_s)\theta$. The Langmuir form survives with

$$K_{\rm eff}=\frac{k_a}{k_d+k_s}=\frac{K}{1+k_s/k_d}.$$

For $k_s/k_d=0.2$ the old dose gives $5(1+9/1.2)=42.5$, and the dose must rise by the factor 1.2 to 108 mmol/L.

*The pad runs warm.* The adsorption constant changes with temperature according to $d\ln K/dT=\Delta H/(RT^2)$, where $R$ is the gas constant and $\Delta H$ the adsorption enthalpy. For constant $\Delta H$, integration from $T_1$ to $T_2$ gives

$$K(T_2)=K(T_1)\exp\left[-\frac{\Delta H}{R}\left(\frac1{T_2}-\frac1{T_1}\right)\right].$$

Take $\Delta H=-20$ kJ/mol, so that adsorption releases heat, and warm the surface from 298 to 318 K. Then $K$ falls from 100 to 60.2 L/mol. With both additive-free rates held fixed, the old dose gives $S=32.1$, and about 150 mmol/L is needed.

*Adsorbed molecules repel each other.* In a mean-field description, a molecule on a surface of coverage $\theta$ has its energy raised by $g\theta$ in units of $kT$. This weakens adsorption by the factor $e^{-g\theta}$:

$$\frac{\theta}{1-\theta}=Kc\,e^{-g\theta}.$$

Here $K$ is the constant that holds at low coverage. The target still requires $\theta^*=0.90$, for which the left side is 9. Therefore

$$c=\frac{9}{K}e^{0.9g}.$$

For $g=0.5$ this is 141 mmol/L. At the old dose the coverage is 0.854 instead of 0.900. That looks like a small change, but the open fraction rises from 0.100 to 0.146, and the selectivity drops to 34.4. At high selectivity, the result rests on the few sites that are still open.

**Dissolved additive and added additive**

The $c$ in the formula is what remains in solution. Suppose the slurry holds 10 g/L of abrasive with a surface of 30 m²/g, or 300 m² per litre. If that surface has 2 sites per nm² and all are filled, it takes up

$$\frac{300\times2\times10^{18}}{6.022\times10^{23}}\ \text{mol/L}=1.0\ \text{mmol/L}.$$

A wafer covered entirely by nitride, with the same site density and 90% coverage, takes up another 0.1 mmol/L from a slurry film 30 µm thick. If that film is not renewed, you would add 91.1 mmol/L to have 90 mmol/L in solution. In flowing slurry the wafer's share fades once its coverage is steady, which leaves 91.0 mmol/L. With these numbers the correction is about 1%. It would matter more for an additive with a much larger $K$, because the required concentration would be smaller while the surface to be covered stayed the same.

**How this compares with a real process**

The natural setting is shallow-trench isolation, where a ceria slurry clears oxide and should stop on nitride. An oxide rate of a few hundred nm/min and an additive-free nitride rate of some tens of nm/min are in the rough range for such slurries. The value of $K$ is a round model parameter and has to be measured for the actual additive, acidity and temperature. An acidic additive can also shift the pH unless the slurry is buffered or readjusted, and this can change $K$ and both additive-free rates. Real polishing need not satisfy the assumptions of a fixed temperature and independent adsorbed molecules. With the strengths assumed above, either of these alone moves the dose from 90 to roughly 140–150 mmol/L, and the two together move it to about 234 mmol/L. With all five changes acting at once, the old dose gives a selectivity of only about 18. If $K_{\rm ox}$ stays at 1 L/mol, the selectivity then peaks at 49.6 near 1.2 mol/L and the target is just missed. If warming and sweep-off reduce $K_{\rm ox}$ by the same factors as $K$, about 485 mmol/L is needed. All five changes I considered lower the selectivity, but they are not the only possible ones. If a removal event needs $n$ independent open sites, as it may under an abrasive particle, the nitride rate goes as $(1-\theta)^n$ and $S=S_0(1+Kc)^n$; for $n=2$ the target needs only $(\sqrt{10}-1)/K=21.6$ mmol/L. Among the five, incomplete protection, adsorption on oxide and sweep-off, each added alone to the simple model, can only lower the selectivity. In combination this can change: sweep-off that acts mainly on molecules adsorbed on oxide wins back part of the lost oxide rate. For the other two it depends on the chosen sign: with the additive-free rates held fixed and adsorption that releases heat, a surface cooler than the one for which $K$ was measured would raise the selectivity, and so would attraction between adsorbed molecules, with $g<0$.

You can reduce this uncertainty by measuring the nitride rate at several additive concentrations under the actual polishing conditions. The simple model predicts

$$\frac{R_{n0}}{R_n}=1+Kc,$$

a straight line with intercept 1 when plotted against the dissolved concentration $c$. At low doses, uptake by the abrasive can make this noticeably smaller than the added concentration. If the temperature and the sweep-off are the same at every dose and the other assumptions of the simple model hold, its slope is the effective $K$ during polishing and already includes both. With incomplete protection or repulsion between adsorbed molecules, a fitted slope is lower than this $K$. If the pad temperature changes with the dose, the points need not follow this line. If the points curve upward, removal that needs several open sites at once is one possible cause. If the points bend over towards a plateau, incomplete protection of covered sites is one possible cause, and extending the straight line to higher doses would then overestimate the selectivity. The oxide rate should be measured at the same concentrations, since the formula assumes that it does not change.

Finally, a blanket selectivity of 50 does not by itself guarantee a flat patterned wafer. Once the nitride is exposed, the oxide in the trenches can still be removed. As it recedes, the pad presses less on it and more on the surrounding nitride, so the local rates are no longer the blanket rates used here. The 90 mmol/L answers the question of the rate ratio; the final step height needs a model of the pad and the pattern as well.

The numerical output below lists the main values used here.

## Values computed for the example and the checks

```
Oxide rate: 300 nm/min
Nitride rate, no additive: 60 nm/min
Adsorption constant K: 100 L/mol
Starting selectivity S0: 5.00
Target selectivity: 50; required gain: 10.00
Required K*c: 9.00
Required free concentration: 90.0 mmol/L
Molar mass: 120 g/mol
Same dose by mass: 10.8 g/L
Nitride coverage: 0.900
Nitride rate with additive: 6.00 nm/min
Simulated selectivity at this dose: 50.1
Overpolish time: 30 s
Nitride loss, no additive: 30.0 nm
Nitride loss, with additive: 3.0 nm
Selectivity at 0 mmol/L: 5.0
Selectivity at 10 mmol/L: 10.0
Selectivity at 50 mmol/L: 30.0
Selectivity at 90 mmol/L: 50.0
Selectivity at 200 mmol/L: 105.0
Slip (1 left out): dose 100.0 mmol/L, selectivity 55.0
d ln S / d ln c at the dose: 0.900
d ln c / d ln S0 at fixed target: -1.111
Neglected effects, one at a time (assumed strengths):
Leak fraction: 0.02; largest allowed: 0.10
Selectivity ceiling with this leak: 250
Oxide adsorption constant: 1.0 L/mol
Oxide rate with that adsorption: 275.2 nm/min
Sweep-off rate / desorption rate: 0.20
Pad warming: 298.15 K to 318.15 K
Adsorption enthalpy: -20 kJ/mol
K on the warm pad: 60.2 L/mol
Repulsion g: 0.50 kT; coverage at old dose: 0.854
With leak: selectivity 42.4 at old dose; corrected dose 112.5 mmol/L
With oxide adsorption: selectivity 45.9 at old dose; corrected dose 100.0 mmol/L
With sweep-off: selectivity 42.5 at old dose; corrected dose 108.0 mmol/L
With warm pad: selectivity 32.1 at old dose; corrected dose 149.5 mmol/L
With repulsion: selectivity 34.4 at old dose; corrected dose 141.1 mmol/L
Abrasive: 10 g/L, 30 m2/g, 2 sites/nm2
Uptake by abrasive: 1.00 mmol/L
Uptake by wafer (30 um slurry film): 0.10 mmol/L
Total to add, with uptake: 91.1 mmol/L
```
